**Second-order quadrupolar broadening under sample spinning**

For a half-integer spin $I$ with Larmor frequency $\nu_0$ and traceless field-gradient tensor $V$, the second-order shift of the central transition holds ranks 0, 2 and 4. Spinning at angle $\theta$ to the field multiplies rank $l$ by $P_l(\cos\theta)$, so the rank-4 part survives at the magic angle. With $N=\operatorname{tr}V^2$, $A=C_Q/[2I(2I-1)]$ and $K=A^2[4I(I+1)-3]/(16\nu_0)$, the remaining powder rms width is $2KN/5$, half the size of the isotropic shift. The program asserts the static and spun shift formulas against diagonalization of the full Hamiltonian for four spins and three asymmetry parameters $\eta$. It also asserts the rank content, the rms widths at several angles, the cancellation by two angles, and the shift obtained by propagation through a rotor period. For $I=5/2$, $C_Q=3$ MHz, $\eta=0$ and $\nu_0=100$ MHz, the output shows the full width falling from 2812.5 to 1157.1 Hz at the magic angle. The rms width there is 270.0 Hz, beside an isotropic shift of $-540.0$ Hz.

## Verification by program

```python
"""
Second-order quadrupolar shift of the central transition under sample spinning.

Hamiltonian (Hz): H = -nu0 Iz + A sum_ij V_ij I_i I_j, A = CQ/(2I(2I-1)),
V = diag(-(1-eta)/2, -(1+eta)/2, 1) in its principal axes, N = tr V^2.
Result under test, for spinning about axis r at angle theta to the field:
  shift = -K [4N/5 + (48/7) P2(cos theta) r.M.r - 9 P4(cos theta) F4(r)],
  K = A^2 (4I(I+1)-3)/(16 nu0), M = V^2 - N/3,
  F4(r) = (r.V.r)^2 - (4/7) r.M.r - 2N/15  (purely rank 4).
P4 is not zero at the magic angle, so a width remains there.
The reference side is diagonalization of the full Hamiltonian, or propagation.
All frequencies are in Hz.
"""
import numpy as np
from numpy.polynomial import legendre
from scipy.spatial.transform import Rotation

rng = np.random.default_rng(7)


def P(l, x):
    return legendre.legval(x, [0] * l + [1])


def spin_matrices(I):
    m = I - np.arange(int(round(2 * I + 1)))
    raising = np.diag(np.sqrt(I * (I + 1) - m[1:] * (m[1:] + 1)), 1)
    lowering = raising.T
    return np.array([(raising + lowering) / 2, (raising - lowering) / 2j,
                     np.diag(m)], dtype=complex)


def efg(eta):
    return np.diag([-(1 - eta) / 2, -(1 + eta) / 2, 1.0])


def strength(I, CQ):
    return CQ / (2 * I * (2 * I - 1))


def quadrupole_matrix(I, CQ, V):
    S = spin_matrices(I)
    return strength(I, CQ) * np.einsum('...ij,iab,jbc->...ac', V, S, S,
                                       optimize=True)


def levels(I, CQ, eta, nu0, n):
    """Exact energies for field directions n given in the crystal frame."""
    zeeman = -nu0 * np.einsum('...i,iab->...ab', n, spin_matrices(I))
    return np.linalg.eigvalsh(zeeman + quadrupole_matrix(I, CQ, efg(eta)))


def exact_shift(I, CQ, eta, nu0, n):
    e = levels(I, CQ, eta, nu0, n)
    half = e.shape[-1] // 2
    return e[..., half] - e[..., half - 1] - nu0


def K_scale(I, CQ, nu0):
    return strength(I, CQ)**2 * (4 * I * (I + 1) - 3) / (16 * nu0)


def static_formula(I, CQ, eta, nu0, n):
    V = efg(eta)
    s = np.einsum('...i,ij,...j->...', n, V, n)
    w = np.einsum('...i,ij,...j->...', n, V @ V, n)
    return -K_scale(I, CQ, nu0) * (12 * w - 9 * s**2 - 2 * np.trace(V @ V))


def spun_formula(I, CQ, eta, nu0, theta, r):
    V = efg(eta)
    N = np.trace(V @ V)
    M = V @ V - N / 3 * np.eye(3)
    rM = np.einsum('...i,ij,...j->...', r, M, r)
    rV = np.einsum('...i,ij,...j->...', r, V, r)
    F4 = rV**2 - 4 / 7 * rM - 2 * N / 15
    c = np.cos(theta)
    return -K_scale(I, CQ, nu0) * (0.8 * N + 48 / 7 * P(2, c) * rM
                                   - 9 * P(4, c) * F4)


def cone(axes, theta, count=20):
    """Unit vectors at angle theta to each axis, equally spaced in phase."""
    axes = np.asarray(axes, float)
    helper = np.where(np.abs(axes[..., :1]) < 0.7, [1.0, 0, 0], [0, 1.0, 0])
    e1 = np.cross(axes, helper)
    e1 /= np.linalg.norm(e1, axis=-1, keepdims=True)
    e2 = np.cross(axes, e1)
    phase = 2 * np.pi * np.arange(count)[:, None] / count
    return (np.cos(theta) * axes[..., None, :] + np.sin(theta) *
            (np.cos(phase) * e1[..., None, :] + np.sin(phase) * e2[..., None, :]))


def exact_spun(I, CQ, eta, nu0, theta, r):
    return exact_shift(I, CQ, eta, nu0, cone(r, theta)).mean(axis=-1)


def random_directions(count):
    v = rng.normal(size=(count, 3))
    return v / np.linalg.norm(v, axis=1)[:, None]


def rms_formula(theta, N):
    """Powder rms width in units of K."""
    c = np.cos(theta)
    return N * np.sqrt(256 / 245 * P(2, c)**2 + 1296 / 1225 * P(4, c)**2)


# sphere quadrature: Gauss-Legendre in cos(beta), equal steps in azimuth
x, wx = legendre.leggauss(12)
az = 2 * np.pi * np.arange(20) / 20
X, AZ = np.meshgrid(x, az, indexing='ij')
R = np.sqrt(1 - X**2)
sphere = np.stack([R * np.cos(AZ), R * np.sin(AZ), X], axis=-1).reshape(-1, 3)
weight = np.repeat(wx / 2, 20) / 20

magic = np.arccos(1 / np.sqrt(3))
roots4 = legendre.legroots([0, 0, 0, 0, 1])
zero_a, zero_b = np.sort(np.arccos(roots4[roots4 > 0]))
closed = np.arccos(np.sqrt((15 + np.array([2, -2]) * np.sqrt(30)) / 35))
assert np.allclose([zero_a, zero_b], closed, atol=1e-10)
assert abs(P(2, np.cos(magic))) < 1e-14
assert abs(P(4, np.cos(magic)) + 7 / 18) < 1e-14

CQ = 3.0e6
high = 1.0e9     # high field: fourth-order terms are negligible here

# level energies: explicit perturbation sum against the closed expression
I = 3.5
Q = Rotation.random(random_state=3).as_matrix()
V = Q @ efg(0.4) @ Q.T
HQ = quadrupole_matrix(I, CQ, V)
ms = I - np.arange(8)
a = I * (I + 1)
v1 = (V[0, 2]**2 + V[1, 2]**2) / 4
v2 = (V[0, 0] - V[1, 1])**2 / 16 + V[0, 1]**2 / 4
for k, m in enumerate(ms):
    summed = sum(abs(HQ[j, k])**2 / (high * (ms[j] - m))
                 for j in range(8) if j != k)
    closed_form = 2 * m * strength(I, CQ)**2 / high * (
        (4 * a - 8 * m**2 - 1) * v1 - (2 * a - 2 * m**2 - 1) * v2)
    assert abs(summed - closed_form) < 1e-9 * K_scale(I, CQ, high)

# static and spun shifts for several spins, asymmetries and angles
for I in (1.5, 2.5, 3.5, 4.5):
    for eta in (0.0, 0.3, 1.0):
        K = K_scale(I, CQ, high)
        n = random_directions(15)
        assert np.allclose(exact_shift(I, CQ, eta, high, n),
                           static_formula(I, CQ, eta, high, n),
                           rtol=0, atol=1e-3 * K)
        for theta in (0.4, magic, 1.3):
            assert np.allclose(exact_spun(I, CQ, eta, high, theta, n),
                               spun_formula(I, CQ, eta, high, theta, n),
                               rtol=0, atol=1e-3 * K)

# rank content of the exact shift, from the addition theorem
I = 2.5
K = K_scale(I, CQ, high)
cosines = sphere @ sphere.T
for eta in (0.0, 0.6, 1.0):
    N = np.trace(efg(eta) @ efg(eta))
    f = weight * exact_shift(I, CQ, eta, high, sphere) / K
    amplitude = np.array([np.sqrt(max((2 * l + 1) * f @ P(l, cosines) @ f, 0))
                          for l in range(7)])
    expected = N * np.array([4 / 5, 0, 16 / (7 * np.sqrt(5)), 0, 36 / 35, 0, 0])
    assert np.allclose(amplitude, expected, atol=1e-3)
    if eta == 0.0:
        rank_amplitude = amplitude

# powder rms width at several spinning angles; at the magic angle it is half
# of the isotropic shift for every asymmetry
scan = np.radians(np.linspace(0, 90, 90001))
best = scan[np.argmin(rms_formula(scan, 1.5))]
for I, eta in ((2.5, 0.0), (2.5, 1.0), (1.5, 0.5)):
    N = np.trace(efg(eta) @ efg(eta))
    K = K_scale(I, CQ, high)
    for theta in (magic, zero_a, zero_b, best):
        s = exact_spun(I, CQ, eta, high, theta, sphere)
        mean = weight @ s
        rms = np.sqrt(weight @ (s - mean)**2)
        assert abs(rms / K - rms_formula(theta, N)) < 1e-3
        assert abs(mean / K + 0.8 * N) < 1e-3
        if theta == magic:
            assert abs(rms / abs(mean) - 0.5) < 1e-3

# two angles do remove both ranks
I, eta = 2.5, 0.3
K = K_scale(I, CQ, high)
iso = -K * 0.8 * np.trace(efg(eta) @ efg(eta))
pair = np.arccos(np.sqrt(1 / 3 + np.array([1, -1]) * np.sqrt(4 / 45)))
r = random_directions(8)
switched = sum(exact_spun(I, CQ, eta, high, t, r) for t in pair) / 2
assert np.allclose(switched, iso, rtol=0, atol=1e-3 * K)
outer_axes = cone(r, zero_a)
double = exact_spun(I, CQ, eta, high, magic, outer_axes).mean(axis=-1)
assert np.allclose(double, iso, rtol=0, atol=1e-3 * K)
single_spread = np.ptp(exact_spun(I, CQ, eta, high, magic, r))
assert single_spread > 0.1 * K

# what second order leaves out falls as the inverse cube of the field
n = random_directions(40)
left = [np.sqrt(np.mean((exact_shift(I, CQ, eta, b, n)
                         - static_formula(I, CQ, eta, b, n))**2))
        for b in (1e8, 2e8)]
assert abs(left[0] / left[1] - 8) < 0.3

# worked example
I, eta, nu0 = 2.5, 0.0, 1.0e8
K = K_scale(I, CQ, nu0)
N = np.trace(efg(eta) @ efg(eta))


def tilted(c):
    c = np.asarray(c, float)
    return np.stack([np.sqrt(1 - c**2), 0 * c, c], axis=-1)


fine = tilted(np.linspace(0, 1, 1001))
static_width = np.ptp(exact_shift(I, CQ, eta, nu0, fine))
mas_width = np.ptp(exact_spun(I, CQ, eta, nu0, magic, fine))
mas_width_double = np.ptp(exact_spun(I, CQ, eta, 2 * nu0, magic, fine))
assert abs(static_width / K - 25 / 4) < 0.03
assert abs(mas_width / K - 18 / 7) < 0.03
assert abs(mas_width / mas_width_double - 2) < 0.02


def powder(theta, field=nu0):
    s = exact_spun(I, CQ, eta, field, theta, sphere)
    mean = weight @ s
    return mean, np.sqrt(weight @ (s - mean)**2)


# satellite transition: its first-order rank-2 shift is averaged at magic angle
zaxis = np.array([0.0, 0.0, 1.0])
e = levels(I, CQ, eta, nu0, zaxis)
sat_static = e[4] - e[3] - nu0
e = levels(I, CQ, eta, nu0, cone(zaxis, magic))
sat_spun = np.mean(e[:, 4] - e[:, 3]) - nu0
assert abs(sat_static - 3 * strength(I, CQ)) < 1.0
assert abs(sat_spun) < 0.02 * abs(sat_static)

# propagation of one crystallite through a full rotor period
spin_rate = 2.0e4
period = 1 / spin_rate
steps = 4096
rotor_axis = np.array([np.sin(magic), 0, np.cos(magic)])
Q = Rotation.random(random_state=11).as_matrix()
V_start = Q @ efg(eta) @ Q.T


def lab_hamiltonian(phases):
    turn = Rotation.from_rotvec(np.outer(phases, rotor_axis)).as_matrix()
    V_lab = turn @ V_start @ turn.transpose(0, 2, 1)
    return -nu0 * spin_matrices(I)[2] + quadrupole_matrix(I, CQ, V_lab)


energy, vec = np.linalg.eigh(
    lab_hamiltonian(2 * np.pi * (np.arange(steps) + 0.5) / steps))
factor = np.exp(-2j * np.pi * energy * period / steps)
step_U = (vec * factor[:, None, :]) @ vec.conj().transpose(0, 2, 1)
U = np.eye(6, dtype=complex)
for one in step_U:
    U = one @ U
start = np.linalg.eigh(lab_hamiltonian(np.array([0.0])))[1][0]
amp = np.diag(start.conj().T @ U @ start)
assert np.min(np.abs(amp[2:4])) > 0.999
# nu0 * period is an integer, so the phase holds only the shift
propagated = np.angle(amp[2] * amp[3].conj()) / (2 * np.pi * period)
crystal_axis = Q.T @ rotor_axis
predicted = spun_formula(I, CQ, eta, nu0, magic, crystal_axis)
assert abs(propagated - predicted) < 0.02 * K

deg = np.degrees
print(f"spin I = {I}, eta = {eta}")
print(f"C_Q = {CQ/1e6:.1f} MHz, nu0 = {nu0/1e6:.0f} MHz")
print(f"A = {strength(I, CQ)/1e6:.3f} MHz")
print(f"N = tr V^2 = {N:.3f}")
print(f"K = {K:.2f} Hz")
print(f"magic angle = {deg(magic):.2f} deg")
print(f"zeros of P4 = {deg(zero_a):.2f}, {deg(zero_b):.2f} deg")
for name, t in (("magic", magic), ("P4 zero a", zero_a),
                ("P4 zero b", zero_b), ("best", best)):
    print(f"{name}: P2 = {P(2, np.cos(t)):.4f}, P4 = {P(4, np.cos(t)):.4f}")
print("rank amplitudes of static shift, in K (high field):")
for l in range(7):
    print(f"  rank {l}: {rank_amplitude[l]:.4f}")
print("MAS shift of crystallites, exact | formula:")
for c in (1.0, np.sqrt(3 / 7), 0.0):
    ax = tilted(c)
    ex = exact_spun(I, CQ, eta, nu0, magic, ax)
    fo = spun_formula(I, CQ, eta, nu0, magic, ax)
    print(f"  beta {deg(np.arccos(c)):.2f} deg: {ex:.1f} | {fo:.1f} Hz")
print(f"full width static, exact: {static_width:.1f} Hz")
print(f"full width static, formula: {25/4*K:.1f} Hz")
print(f"full width MAS, exact: {mas_width:.1f} Hz")
print(f"full width MAS, formula: {18/7*K:.1f} Hz")
print(f"static/MAS full width ratio: {static_width/mas_width:.3f}")
print(f"full width MAS at 2 nu0: {mas_width_double:.1f} Hz")
print("powder rms width, exact | formula:")
for name, t in (("static", 0.0), ("magic", magic), ("P4 zero a", zero_a),
                ("P4 zero b", zero_b), ("best", best)):
    print(f"  {name} {deg(t):.2f} deg: {powder(t)[1]:.1f} | "
          f"{K*rms_formula(t, N):.1f} Hz")
iso_exact, rms_exact = powder(magic)
print(f"isotropic shift, exact: {iso_exact:.1f} Hz")
print(f"isotropic shift, formula: {-0.8*K*N:.1f} Hz")
print(f"isotropic shift, exact: {iso_exact/nu0*1e6:.2f} ppm")
print(f"MAS rms width, exact: {rms_exact/nu0*1e6:.2f} ppm")
print(f"MAS rms / |isotropic shift|: {rms_exact/abs(iso_exact):.4f}")
print(f"satellite shift, static, beta 0: {sat_static/1e3:.2f} kHz")
print(f"satellite shift, MAS, beta 0: {sat_spun/1e3:.2f} kHz")
print(f"two-angle pair: {deg(pair[0]):.2f}, {deg(pair[1]):.2f} deg")
print(f"spinning rate = {spin_rate/1e3:.0f} kHz")
print(f"propagated shift: {propagated:.1f} Hz")
print(f"formula for same crystallite: {predicted:.1f} Hz")
print(f"residual ratio on doubling nu0: {left[0]/left[1]:.3f}")
print("success")
```

Running it gives:

```
spin I = 2.5, eta = 0.0
C_Q = 3.0 MHz, nu0 = 100 MHz
A = 0.150 MHz
N = tr V^2 = 1.500
K = 450.00 Hz
magic angle = 54.74 deg
zeros of P4 = 30.56, 70.12 deg
magic: P2 = 0.0000, P4 = -0.3889
P4 zero a: P2 = 0.6123, P4 = 0.0000
P4 zero b: P2 = -0.3266, P4 = -0.0000
best: P2 = -0.2309, P4 = -0.1569
rank amplitudes of static shift, in K (high field):
  rank 0: 1.2000
  rank 1: 0.0000
  rank 2: 1.5333
  rank 3: 0.0000
  rank 4: 1.5429
  rank 5: 0.0000
  rank 6: 0.0000
MAS shift of crystallites, exact | formula:
  beta 0.00 deg: -1350.0 | -1350.0 Hz
  beta 49.11 deg: -192.9 | -192.9 Hz
  beta 90.00 deg: -843.7 | -843.8 Hz
full width static, exact: 2812.5 Hz
full width static, formula: 2812.5 Hz
full width MAS, exact: 1157.1 Hz
full width MAS, formula: 1157.1 Hz
static/MAS full width ratio: 2.431
full width MAS at 2 nu0: 578.6 Hz
powder rms width, exact | formula:
  static 0.00 deg: 978.8 | 978.8 Hz
  magic 54.74 deg: 270.0 | 270.0 Hz
  P4 zero a 30.56 deg: 422.5 | 422.5 Hz
  P4 zero b 70.12 deg: 225.4 | 225.4 Hz
  best 64.94 deg: 193.0 | 193.0 Hz
isotropic shift, exact: -540.0 Hz
isotropic shift, formula: -540.0 Hz
isotropic shift, exact: -5.40 ppm
MAS rms width, exact: 2.70 ppm
MAS rms / |isotropic shift|: 0.5000
satellite shift, static, beta 0: 450.00 kHz
satellite shift, MAS, beta 0: -0.18 kHz
two-angle pair: 37.38, 79.19 deg
spinning rate = 20 kHz
propagated shift: -710.6 Hz
formula for same crystallite: -710.8 Hz
residual ratio on doubling nu0: 8.000
success
```
